# Two-sided finite-element bounds for the resistance of a polygonal rough strip: a program that tests the result

```python
"""Two-sided finite-element bounds for the resistance of a polygonal strip.

Result under test, for any admissible trial functions phi and psi:
    1 / integral(|grad phi|^2 / r) <= R/Rs <= integral(r |grad psi|^2)
phi: 0 and 1 on the left and right electrodes, free on the insulating edges.
psi: 0 and 1 on the lower and upper edges, free on the electrodes.
R: resistance; Rs: reference sheet resistance; r: local sheet resistance / Rs.
The difference of the bounds is a sum of nonnegative triangle contributions,
which steers the mesh refinement. Node columns: x, y, xi, eta, where xi is
0/1 only on the electrodes and eta is 0/1 only on the insulating edges.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def strip_mesh(lower, upper, rows):
    """Triangulate the quadrilaterals between two polygonal edges."""
    lower, upper = np.asarray(lower, float), np.asarray(upper, float)
    columns = len(lower) - 1
    eta = np.arange(rows + 1) / rows
    xi = np.arange(columns + 1) / columns
    xy = lower[:, None, :] + (upper - lower)[:, None, :] * eta[None, :, None]
    nodes = np.column_stack([xy.reshape(-1, 2), np.repeat(xi, rows + 1),
                             np.tile(eta, columns + 1)])
    i, j = np.meshgrid(np.arange(columns), np.arange(rows), indexing="ij")
    n00 = (i * (rows + 1) + j).ravel()
    n10, n01 = n00 + rows + 1, n00 + 1
    n11 = n10 + 1
    triangles = np.vstack([np.column_stack([n11, n00, n10]),
                           np.column_stack([n00, n11, n01])])
    return nodes, triangles, np.tile(np.arange(columns * rows), 2)


def refine(mesh, marked):
    """Newest-vertex bisection; the refinement edge joins vertices 0 and 1."""
    nodes, tri, cell = mesh
    ends = np.sort(tri[:, [[0, 1], [1, 2], [2, 0]]], axis=2).reshape(-1, 2)
    keys, inverse = np.unique(ends[:, 0] * len(nodes) + ends[:, 1],
                              return_inverse=True)
    inverse = inverse.reshape(-1, 3)
    cut = np.zeros(len(keys), bool)
    cut[inverse[marked].ravel()] = True
    while True:
        missing = cut[inverse].any(axis=1) & ~cut[inverse[:, 0]]
        if not missing.any():
            break
        cut[inverse[missing, 0]] = True
    midpoint = np.full(len(keys), -1)
    midpoint[cut] = len(nodes) + np.arange(cut.sum())
    first_end, second_end = keys[cut] // len(nodes), keys[cut] % len(nodes)
    new_nodes = np.vstack([nodes, (nodes[first_end] + nodes[second_end]) / 2])
    m = midpoint[inverse]
    a, b, c = tri.T
    split = m[:, 0] >= 0
    parts, labels = [tri[~split]], [cell[~split]]
    for p, q, k in ((c, a, 2), (b, c, 1)):
        once, twice = split & (m[:, k] < 0), split & (m[:, k] >= 0)
        for corners, chosen in (((p, q, m[:, 0]), once),
                                ((m[:, 0], p, m[:, k]), twice),
                                ((q, m[:, 0], m[:, k]), twice)):
            parts.append(np.column_stack(corners)[chosen])
            labels.append(cell[chosen])
    return new_nodes, np.vstack(parts), np.concatenate(labels)


def hat_gradients(nodes, tri):
    x = nodes[tri, :2]
    side = x[:, [2, 0, 1]] - x[:, [1, 2, 0]]
    area = 0.5 * (side[:, 0, 0] * side[:, 1, 1] - side[:, 0, 1] * side[:, 1, 0])
    assert area.min() > 0
    grad = np.stack([-side[:, :, 1], side[:, :, 0]], axis=2)
    return area, grad / (2 * area[:, None, None])


def minimizer(nodes, tri, area, grad, weight, marker):
    """Nodal values minimizing the weighted energy; marker selects the arcs."""
    local = (area * weight)[:, None, None] * np.einsum("tid,tjd->tij", grad, grad)
    rows, cols = np.repeat(tri, 3, axis=1).ravel(), np.tile(tri, (1, 3)).ravel()
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(len(nodes), len(nodes))).tocsr()
    fixed = (nodes[:, marker] == 0) | (nodes[:, marker] == 1)
    values = np.where(fixed, nodes[:, marker], 0.0)
    free = np.flatnonzero(~fixed)
    load = -(matrix @ values)[free]
    values[free] = spsolve(matrix[free][:, free].tocsc(), load,
                           permc_spec="MMD_AT_PLUS_A")
    return values, free


def compare_fields(tri, area, grad, r, phi, psi):
    """Both bounds, local gap contributions and the integral of grad(phi).q."""
    e = np.einsum("tid,ti->td", grad, phi[tri])
    g = np.einsum("tid,ti->td", grad, psi[tri])
    q = np.column_stack([g[:, 1], -g[:, 0]])
    energy = np.sum(area * np.sum(e**2, axis=1) / r)
    upper = np.sum(area * r * np.sum(g**2, axis=1))
    mismatch = q - e / (r * energy)[:, None]
    shares = area * r * np.sum(mismatch**2, axis=1)
    return 1 / energy, upper, shares, np.sum(area * np.sum(e * q, axis=1))


def bracket(mesh, r_cell, max_nodes, adaptive=True):
    """History of (nodes, lower bound, upper bound) under refinement."""
    history = []
    while True:
        nodes, tri, cell = mesh
        r = np.asarray(r_cell, float)[cell]
        area, grad = hat_gradients(nodes, tri)
        phi, _ = minimizer(nodes, tri, area, grad, 1 / r, 2)
        psi, _ = minimizer(nodes, tri, area, grad, r, 3)
        low, high, shares, pairing = compare_fields(tri, area, grad, r, phi, psi)
        assert abs(pairing - 1) < 1e-9
        assert abs(shares.sum() - (high - low)) < 1e-9 * high
        if history:
            assert low >= history[-1][1] - 1e-10 * high
            assert high <= history[-1][2] + 1e-10 * high
        history.append((len(nodes), low, high))
        if len(nodes) > max_nodes:
            return history
        if adaptive:
            order = np.argsort(-shares)
            count = np.searchsorted(np.cumsum(shares[order]), shares.sum() / 2) + 1
            marked = order[:count]
        else:
            marked = np.arange(len(tri))
        mesh = refine(mesh, marked)


def boundary_element_ratio(lower, upper):
    """Independent R/Rs for uniform metal: constant boundary elements."""
    corners = np.vstack([lower, upper[::-1]])
    right_side, left_side = len(lower) - 1, len(corners) - 1
    starts, stops, kind = [], [], []
    for k in range(len(corners)):
        p, q = corners[k], corners[(k + 1) % len(corners)]
        pieces = 100 if k in (right_side, left_side) else 40
        s = np.linspace(0, 1, pieces + 1)[:, None]
        points = p + (q - p) * s
        starts.append(points[:-1])
        stops.append(points[1:])
        kind += [1 if k == right_side else -1 if k == left_side else 0] * pieces
    start, stop, kind = np.vstack(starts), np.vstack(stops), np.array(kind)
    length = np.linalg.norm(stop - start, axis=1)
    tangent = (stop - start) / length[:, None]
    normal = np.column_stack([tangent[:, 1], -tangent[:, 0]])
    relative = start[None] - ((start + stop) / 2)[:, None]
    s1 = np.einsum("ijd,jd->ij", relative, tangent)
    s2 = s1 + length
    d = np.einsum("ijd,jd->ij", relative, normal)
    angle1, angle2 = np.arctan2(s1, abs(d)), np.arctan2(s2, abs(d))
    single = (s2 * np.log(s2**2 + d**2) / 2 - s2 + abs(d) * angle2
              - s1 * np.log(s1**2 + d**2) / 2 + s1 - abs(d) * angle1)
    double = np.sign(d) * (angle2 - angle1)
    np.fill_diagonal(double, 0)
    potential_matrix = np.pi * np.eye(len(kind)) - double
    known = (kind == 1).astype(float)
    system = np.where((kind != 0)[None, :], single, potential_matrix)
    unknown = np.linalg.solve(system, -potential_matrix @ known)
    return 1 / np.sum((unknown * length)[kind == 1])


def last_slope(history):
    (n1, l1, u1), (n2, l2, u2) = history[-2:]
    return np.log((u2 - l2) / (u1 - l1)) / np.log(n2 / n1)


# Right-angle bend: unit width, straight arms of length 3.
arm = 3.0
s = np.linspace(0, 1, 5)[:, None]
outer = np.vstack([s * [arm + 1, 0], [arm + 1, 0] + s[1:] * [0, arm + 1]])
inner = np.vstack([[0, 1] + s * [arm, 0], [arm, 1] + s[1:] * [0, arm]])
bend_mesh = strip_mesh(outer, inner, 2)
bend_exact = 2 * arm + 1 - 2 * np.log(2) / np.pi
bend_uniform = bracket(bend_mesh, np.ones(16), 10000, adaptive=False)
bend_adaptive = bracket(bend_mesh, np.ones(16), 12000)
for history in (bend_uniform, bend_adaptive):
    assert all(low < bend_exact < high for _, low, high in history)
bend_slope = last_slope(bend_uniform)
tail = np.array([row for row in bend_adaptive if row[0] > 800])
adaptive_slope = np.polyfit(np.log(tail[:, 0]), np.log(tail[:, 2] - tail[:, 1]), 1)[0]
assert abs(bend_slope + 2 / 3) < 0.08  # remaining smooth error steepens the slope
assert abs(adaptive_slope + 1) < 0.12  # mesh growth is discrete
assert np.diff(bend_adaptive[-1][1:])[0] < np.diff(bend_uniform[-1][1:])[0]

# Bounds must also hold for admissible functions that do not solve anything.
nodes, tri, cell = refine(bend_mesh, np.arange(len(bend_mesh[1])))
area, grad = hat_gradients(nodes, tri)
unit = np.ones(len(tri))
rng = np.random.default_rng(4)
for _ in range(20):
    trials = []
    for marker in (2, 3):
        values, free = minimizer(nodes, tri, area, grad, unit, marker)
        values[free] += rng.normal(0, 0.03, len(free))
        trials.append(values)
    low, high, shares, pairing = compare_fields(tri, area, grad, unit, *trials)
    assert low < bend_exact < high and abs(pairing - 1) < 1e-10
    assert abs(shares.sum() - high + low) < 1e-9 * high

# Quadrilateral symmetric about y=x: reflection exchanges electrodes and edges.
dart_mesh = refine(strip_mesh([[0, 0], [2, 0.5]], [[0.5, 2], [1, 1]], 1), [0])
dart = bracket(dart_mesh, [1.0], 10000, adaptive=False)
assert all(low < 1 < high for _, low, high in dart)
to_b, to_d = np.array([1, -0.5]), np.array([-0.5, 1])
dart_angle = 2 * np.pi - np.arccos(to_b @ to_d / (to_b @ to_b))
dart_exponent = np.pi / (2 * dart_angle)
dart_slope = last_slope(dart)
assert abs(dart_slope + dart_exponent) < 0.05

# Checkerboard square with relative sheet resistances 1 and 4.
square = strip_mesh([[0, 0], [0.5, 0], [1, 0]], [[0, 1], [0.5, 1], [1, 1]], 2)
checker = bracket(square, [1, 4, 4, 1], 4000)
assert all(low < np.sqrt(1 * 4) < high for _, low, high in checker)
assert checker[-1][2] - checker[-1][1] < 0.02

# Rough rhodium line; lengths in nm, material values rough.
spacing, nominal_width, thickness = 6.0, 16.0, 30.0
resistivity, mean_free_path = 4.7e-8, 7.0
low_offset = np.array([0, 0, 1, -1, -1.5, .5, 1.5, 0, -1, 1, 2, .5, -1.5, -.5, 1, 0, 0])
up_offset = np.array([0, 0, -1.5, 0, 1, 1.5, -.5, -2, -.5, 1, -1, -2, .5, 1.5, 0, 0, 0])
x = spacing * np.arange(len(low_offset))
bottom, top = low_offset, nominal_width + up_offset
width = top - bottom
line_length = x[-1]
lower_edge, upper_edge = np.column_stack([x, bottom]), np.column_stack([x, top])
sheet = resistivity / (thickness * constants.nano)
line_mesh = strip_mesh(lower_edge, upper_edge, 2)
segments = len(x) - 1
line = bracket(line_mesh, np.ones(2 * segments), 25000)
count, line_low, line_high = line[-1]
line_mid = (line_low + line_high) / 2
assert (line_high - line_low) / line_mid < 1e-3
bem = boundary_element_ratio(lower_edge, upper_edge)
assert abs(bem / line_mid - 1) < 2e-3  # constant elements lose accuracy at corners

# Hand bounds, checked by differentiating their trial functions numerically.
w0, w1 = width[:-1], width[1:]
change = np.where(w1 == w0, 1.0, w1 - w0)
inverse_width = spacing * np.where(w1 == w0, 1 / w0, np.log(w1 / w0) / change)
bp, ap = np.diff(bottom) / spacing, np.diff(top) / spacing
hand_low = inverse_width.sum()
hand_high = np.sum(inverse_width * (1 + (bp**2 + bp * ap + ap**2) / 3))
dx, deta, step = 0.1, 0.01, 1e-4
xs = (np.arange(round(line_length / dx)) + 0.5)[:, None] * dx
etas = (np.arange(100) + 0.5)[None, :] * deta
def edge_function(px, py):
    b, a = np.interp(px, x, bottom), np.interp(px, x, top)
    return (py - b) / (a - b)
ws = np.interp(xs, x, width)
ys = np.interp(xs, x, bottom) + ws * etas
px = (edge_function(xs + step, ys) - edge_function(xs - step, ys)) / (2 * step)
py = (edge_function(xs, ys + step) - edge_function(xs, ys - step)) / (2 * step)
assert abs(np.sum((px**2 + py**2) * ws) * dx * deta / hand_high - 1) < 1e-4
profile = np.concatenate([[0], np.cumsum(dx / ws.ravel())])
profile /= profile[-1]
profile_energy = np.sum(ws.ravel() * np.diff(profile)**2 / dx)
assert abs(1 / profile_energy / hand_low - 1) < 1e-4
assert hand_low < line_low < line_high < hand_high

turn_low = np.arctan(bp[:-1]) - np.arctan(bp[1:])
turn_up = np.arctan(ap[1:]) - np.arctan(ap[:-1])
largest_angle = np.pi + max(turn_low.max(), turn_up.max())

# Surface scattering: walls emit electrons without drift, which then recover.
def missing_current(mu, z):
    return 0.75 * (1 - mu**2) * np.exp(-z / (mean_free_path * mu))
film_loss = 2 * dblquad(missing_current, 0, nominal_width, 1e-9, 1)[0] / nominal_width
thick_loss = 3 * mean_free_path / (8 * nominal_width)
assert abs(thick_loss / film_loss - 1) < 0.05  # thick-film limit, finite thickness
def surface_factor(w):
    return 1 / (1 - 3 * mean_free_path / 8 * (1 / w + 1 / thickness))
local_r = surface_factor((w0 + w1) / 2)
scattered = bracket(line_mesh, np.repeat(local_r, 2), 10000)[-1]
nominal_factor = surface_factor(nominal_width)
coupling_low = scattered[1] / (line_high * nominal_factor) - 1
coupling_high = scattered[2] / (line_low * nominal_factor) - 1

grain_size, reflection = 20.0, 0.3
alpha = mean_free_path / grain_size * reflection / (1 - reflection)
grain_conductivity = 3 * quad(lambda mu: mu**3 / (mu + alpha), 0, 1)[0]
closed = 1 - 1.5 * alpha + 3 * alpha**2 - 3 * alpha**3 * np.log(1 + 1 / alpha)
assert abs(grain_conductivity - closed) < 1e-10
room, hot = 20.0, 105.0
heat_factor = (hot + constants.zero_Celsius) / (room + constants.zero_Celsius)

print(f"bend, exact R/Rs: {bend_exact:.6f}")
for name, history in (("uniform", bend_uniform), ("adaptive", bend_adaptive)):
    n, low, high = history[-1]
    print(f"bend {name}: {n} nodes, R/Rs {low:.6f} to {high:.6f}, gap {high-low:.2e}")
print(f"bend gap slopes in nodes: uniform {bend_slope:.3f}, adaptive {adaptive_slope:.3f}")
print(f"symmetric quadrilateral: R/Rs {dart[-1][1]:.5f} to {dart[-1][2]:.5f}")
print(f"its mixed corner: {np.degrees(dart_angle):.2f} deg, exponent {dart_exponent:.4f}")
print(f"its uniform gap slope: {dart_slope:.4f}")
print(f"checkerboard 1:4: R/Rs {checker[-1][1]:.5f} to {checker[-1][2]:.5f}")
print(f"Rh line length, nominal width, thickness: {line_length:.0f}, "
      f"{nominal_width:.0f}, {thickness:.0f} nm")
print(f"vertex spacing: {spacing:.1f} nm")
print("lower offsets (nm):", " ".join(f"{v:g}" for v in low_offset))
print("upper offsets (nm):", " ".join(f"{v:g}" for v in up_offset))
print(f"vertex widths, smallest and largest: {width.min():.1f}, {width.max():.1f} nm")
print(f"rough resistivity: {resistivity*1e8:.1f} microohm cm")
print(f"sheet resistance: {sheet:.5f} ohm per square")
print(f"largest interior angle: {np.degrees(largest_angle):.2f} deg, "
      f"exponent {np.pi/largest_angle:.4f}")
print(f"smooth line R/Rs: {line_length/nominal_width:.6f}")
print(f"hand bounds R/Rs: {hand_low:.6f} to {hand_high:.6f}")
shown = line[:-1:3] + [line[-1]]
for n, low, high in shown:
    print(f"Rh mesh {n:6d} nodes: R/Rs {low:.6f} to {high:.6f}, gap {high-low:.2e}")
print(f"boundary-element R/Rs: {bem:.6f}")
print(f"Rh resistance bracket: {sheet*line_low:.6f} to {sheet*line_high:.6f} ohm")
print(f"Rh midpoint: {sheet*line_mid:.6f} ohm, half gap {sheet*(line_high-line_low)/2:.2e} ohm")
print(f"relative full gap: {100*(line_high-line_low)/line_mid:.5f} percent")
earlier = line[-4]
shift = line_mid - (earlier[1] + earlier[2]) / 2
print(f"midpoint shift from {earlier[0]} to {count} nodes: {sheet*shift:.2e} ohm")
print(f"increase over smooth line: {100*(line_mid*nominal_width/line_length-1):.3f} percent")
print(f"rough mean free path: {mean_free_path:.1f} nm; "
      f"spacing/path {spacing/mean_free_path:.3f}")
print(f"film conductivity loss at nominal width: {film_loss:.5f}, thick limit {thick_loss:.5f}")
print(f"surface-scattering resistance factor, nominal section: {nominal_factor:.4f}")
print(f"R/Rs with width-dependent scattering: {scattered[1]:.5f} to {scattered[2]:.5f}")
print(f"extra geometric change: {100*coupling_low:.3f} to {100*coupling_high:.3f} percent")
print(f"assumed grain size {grain_size:.0f} nm, reflection {reflection:.1f}, alpha {alpha:.3f}")
print(f"grain-boundary resistance factor: {1/grain_conductivity:.4f}")
print(f"warming factor, {room:.0f} to {hot:.0f} deg C: {heat_factor:.4f}")
print("all assertions hold")
```

Printed output:

```
bend, exact R/Rs: 6.558729
bend uniform: 16705 nodes, R/Rs 6.556619 to 6.560673, gap 4.05e-03
bend adaptive: 22187 nodes, R/Rs 6.558623 to 6.558814, gap 1.91e-04
bend gap slopes in nodes: uniform -0.683, adaptive -1.023
symmetric quadrilateral: R/Rs 0.97977 to 1.01587
its mixed corner: 216.87 deg, exponent 0.4150
its uniform gap slope: -0.4184
checkerboard 1:4: R/Rs 1.99966 to 2.00035
Rh line length, nominal width, thickness: 96, 16, 30 nm
vertex spacing: 6.0 nm
lower offsets (nm): 0 0 1 -1 -1.5 0.5 1.5 0 -1 1 2 0.5 -1.5 -0.5 1 0 0
upper offsets (nm): 0 0 -1.5 0 1 1.5 -0.5 -2 -0.5 1 -1 -2 0.5 1.5 0 0 0
vertex widths, smallest and largest: 13.0, 18.5 nm
rough resistivity: 4.7 microohm cm
sheet resistance: 1.56667 ohm per square
largest interior angle: 212.08 deg, exponent 0.8487
smooth line R/Rs: 6.000000
hand bounds R/Rs: 6.146817 to 6.330237
Rh mesh     51 nodes: R/Rs 6.174073 to 6.352908, gap 1.79e-01
Rh mesh    301 nodes: R/Rs 6.229963 to 6.257402, gap 2.74e-02
Rh mesh   1963 nodes: R/Rs 6.240915 to 6.244545, gap 3.63e-03
Rh mesh  14730 nodes: R/Rs 6.242498 to 6.242966, gap 4.67e-04
Rh mesh  28025 nodes: R/Rs 6.242612 to 6.242855, gap 2.43e-04
boundary-element R/Rs: 6.242635
Rh resistance bracket: 9.780092 to 9.780472 ohm
Rh midpoint: 9.780282 ohm, half gap 1.90e-04 ohm
relative full gap: 0.00389 percent
midpoint shift from 3882 to 28025 nodes: 1.49e-05 ohm
increase over smooth line: 4.046 percent
rough mean free path: 7.0 nm; spacing/path 0.857
film conductivity loss at nominal width: 0.16019, thick limit 0.16406
surface-scattering resistance factor, nominal section: 1.3361
R/Rs with width-dependent scattering: 8.39843 to 8.39907
extra geometric change: 0.686 to 0.698 percent
assumed grain size 20 nm, reflection 0.3, alpha 0.150
grain-boundary resistance factor: 1.2167
warming factor, 20 to 105 deg C: 1.2900
all assertions hold
```
